# Pair-production threshold for a hot carrier in parabolic bands: a numerical check

```python
"""Threshold for pair production by a hot carrier in parabolic bands.

Result under test (Hartree atomic units):
    E_th = E_g (2 m_e + m_h) / (m_e + m_h)      electron-initiated
    and the same with m_e, m_h exchanged         hole-initiated
E_g: gap; m_e, m_h: electron and hole masses; both band extrema at k = 0.
E_th is the kinetic energy of the incoming carrier from its band edge.
The tests use the band energies of electrons and the conservation laws.
"""
import numpy as np
import sympy as sp
from scipy.optimize import minimize
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def conduction(k, m_e):
    return np.sum(k**2, axis=-1) / (2 * m_e)


def valence(k, m_h, gap):
    return -gap - np.sum(k**2, axis=-1) / (2 * m_h)


def threshold(gap, m_same, m_other):
    """Derived formula; m_same is the mass of the incoming carrier."""
    return gap * (2 * m_same + m_other) / (m_same + m_other)


def electron_event(k1, k2, kv, gap, m_e, m_h):
    """Incoming kinetic energy and energy mismatch; momentum is conserved."""
    ki = k1 + k2 - kv
    before = conduction(ki, m_e) + valence(kv, m_h, gap)
    after = conduction(k1, m_e) + conduction(k2, m_e)
    return conduction(ki, m_e), before - after


def hole_event(p1, p2, k, gap, m_e, m_h):
    """Empty valence state p turns into empty p1, p2 and an electron k."""
    p = p1 + p2 - k
    before = -valence(p, m_h, gap)
    after = (-valence(p1, m_h, gap) - valence(p2, m_h, gap)
             + conduction(k, m_e))
    return before - gap, before - after


def numerical_threshold(event, gap, m_e, m_h, masses):
    """Minimize the incoming energy over all final states in 3D."""
    scale = np.sqrt(2 * np.array(masses) * gap)[:, None]

    def evaluate(x):
        vectors = x.reshape(3, 3) * scale
        energy, mismatch = event(*vectors, gap, m_e, m_h)
        return energy / gap, mismatch / gap

    best_energy, best_vectors = np.inf, None
    for _ in range(16):
        res = minimize(lambda x: evaluate(x)[0], rng.normal(size=9),
                       method="SLSQP",
                       constraints={"type": "eq",
                                    "fun": lambda x: evaluate(x)[1]},
                       options={"ftol": 1e-13, "maxiter": 400})
        energy, mismatch = evaluate(res.x)
        if abs(mismatch) < 1e-7 and energy < best_energy:
            best_energy, best_vectors = energy, res.x.reshape(3, 3) * scale
    assert best_vectors is not None
    return best_energy * gap, best_vectors


# Separation of common and relative motion, one Cartesian component.
a, b, c = sp.symbols("a b c", real=True)
me_s, mh_s = sp.symbols("m_e m_h", positive=True)
parts = [(a, me_s), (b, me_s), (c, mh_s)]
mass_s = 2 * me_s + mh_s
total_s = a + b + c
kinetic_s = sum(k**2 / (2 * m) for k, m in parts)
relative_s = sum(m * (k / m - total_s / mass_s)**2 / 2 for k, m in parts)
assert sp.simplify(kinetic_s - total_s**2 / (2 * mass_s) - relative_s) == 0

# Minimization against the formula for several mass ratios.
print("Thresholds in units of E_g: numerical minimum | formula")
for ratio in (0.1, 0.25, 1.0, 4.0, 10.0):
    num_e, _ = numerical_threshold(electron_event, 1.0, 1.0, ratio,
                                   (1.0, 1.0, ratio))
    num_h, _ = numerical_threshold(hole_event, 1.0, 1.0, ratio,
                                   (ratio, ratio, 1.0))
    for_e, for_h = threshold(1.0, 1.0, ratio), threshold(1.0, ratio, 1.0)
    assert abs(num_e - for_e) < 1e-5
    assert abs(num_h - for_h) < 1e-5
    assert abs(num_e + num_h - 3) < 2e-5
    if ratio == 1.0:
        assert abs(num_e - 1.5) < 1e-5
    print(f"m_h/m_e = {ratio:5.2f}: electron {num_e:.5f} | {for_e:.5f}"
          f"; hole {num_h:.5f} | {for_h:.5f}")

# Worked example.
gap, m_e, m_h = 0.05, 0.1, 0.4
M = 2 * m_e + m_h
e_th = threshold(gap, m_e, m_h)
h_th = threshold(gap, m_h, m_e)
K = np.sqrt(2 * m_e * e_th)
V = K / M
num_th, (k1, k2, kv) = numerical_threshold(electron_event, gap, m_e, m_h,
                                           (m_e, m_e, m_h))
assert abs(num_th / e_th - 1) < 1e-5
# Loose tolerance: the energy is flat to first order at its minimum.
speeds = [k1 / m_e, k2 / m_e, -kv / m_h]
direction = (k1 + k2 - kv) / np.linalg.norm(k1 + k2 - kv)
for velocity in speeds:
    assert np.linalg.norm(velocity - V * direction) < 5e-3 * V

# Random shapes of events, each rescaled so that energy is conserved.
n = 400000
s1, s2 = (rng.normal(size=(n, 3)) * np.sqrt(m_e) for _ in range(2))
sv = rng.normal(size=(n, 3)) * np.sqrt(m_h)
kin, surplus = electron_event(s1, s2, sv, 0.0, m_e, m_h)
allowed = surplus > 0
factor = np.sqrt(gap / surplus[allowed])[:, None]
energies, mismatch = electron_event(s1[allowed] * factor,
                                    s2[allowed] * factor,
                                    sv[allowed] * factor, gap, m_e, m_h)
assert allowed.sum() > 1000
assert np.max(np.abs(mismatch) / energies) < 1e-9
assert energies.min() >= e_th * (1 - 1e-9)

# Explicit event above threshold, relative motion across the beam.
E = 0.08
W = E * (1 - m_e / M) - gap
q = np.sqrt(m_e * W)
K_up = np.sqrt(2 * m_e * E)
beam, across = np.array([0, 0, 1.0]), np.array([1.0, 0, 0])
up1 = m_e * K_up / M * beam + q * across
up2 = m_e * K_up / M * beam - q * across
uph = m_h * K_up / M * beam
E_back, error = electron_event(up1, up2, -uph, gap, m_e, m_h)
assert abs(E_back - E) < 1e-12 and abs(error) < 1e-12

el_kin = m_e * V**2 / 2
ho_kin = m_h * V**2 / 2
assert abs(2 * el_kin + ho_kin + gap - e_th) < 1e-12

print("Worked example")
print(f"gap E_g = {gap:.4f} hartree = {gap*HARTREE_EV:.4f} eV")
print(f"m_e = {m_e:.2f}, m_h = {m_h:.2f}, M = {M:.2f} electron masses")
print(f"electron threshold, formula   = {e_th:.6f} hartree")
print(f"electron threshold, numerical = {num_th:.6f} hartree")
print(f"electron threshold            = {e_th*HARTREE_EV:.4f} eV")
print(f"electron threshold / E_g      = {e_th/gap:.4f}")
print(f"hole threshold = {h_th:.6f} hartree = {h_th*HARTREE_EV:.4f} eV")
print(f"hole threshold / E_g          = {h_th/gap:.4f}")
print(f"equal-mass threshold, same gap = {threshold(gap, 1, 1):.6f} hartree")
print("At the electron threshold")
print(f"incoming wave vector K        = {K:.6f} 1/bohr")
print(f"incoming velocity K/m_e       = {K/m_e:.6f} a.u.")
print(f"common final velocity V       = {V:.6f} a.u.")
print(f"each final electron k         = {m_e*V:.6f} 1/bohr")
print(f"final hole k_h                = {m_h*V:.6f} 1/bohr")
print(f"each final electron energy    = {el_kin:.6f} hartree")
print(f"final hole energy             = {ho_kin:.6f} hartree")
print(f"total final kinetic energy    = {2*el_kin+ho_kin:.6f} hartree")
print("Random allowed events")
print(f"number of allowed events      = {allowed.sum()} of {n}")
print(f"lowest incoming energy found  = {energies.min():.6f} hartree")
print("Event above threshold")
print(f"incoming energy E             = {E:.6f} hartree")
print(f"incoming wave vector          = {K_up:.6f} 1/bohr")
print(f"relative energy W             = {W:.6f} hartree")
print(f"relative wave vector q        = {q:.6f} 1/bohr")
print(f"electron k along the beam     = {up1[2]:.6f} 1/bohr")
print(f"hole k along the beam         = {uph[2]:.6f} 1/bohr")
print(f"each final electron energy    = {conduction(up1, m_e):.6f} hartree")
print(f"final hole energy             = {np.sum(uph**2)/(2*m_h):.6f} hartree")
print(f"energy mismatch               = {abs(error):.1e} hartree")
print("OK")
```

It prints:

```
Thresholds in units of E_g: numerical minimum | formula
m_h/m_e =  0.10: electron 1.90909 | 1.90909; hole 1.09091 | 1.09091
m_h/m_e =  0.25: electron 1.80000 | 1.80000; hole 1.20000 | 1.20000
m_h/m_e =  1.00: electron 1.50000 | 1.50000; hole 1.50000 | 1.50000
m_h/m_e =  4.00: electron 1.20000 | 1.20000; hole 1.80000 | 1.80000
m_h/m_e = 10.00: electron 1.09091 | 1.09091; hole 1.90909 | 1.90909
Worked example
gap E_g = 0.0500 hartree = 1.3606 eV
m_e = 0.10, m_h = 0.40, M = 0.60 electron masses
electron threshold, formula   = 0.060000 hartree
electron threshold, numerical = 0.060000 hartree
electron threshold            = 1.6327 eV
electron threshold / E_g      = 1.2000
hole threshold = 0.090000 hartree = 2.4490 eV
hole threshold / E_g          = 1.8000
equal-mass threshold, same gap = 0.075000 hartree
At the electron threshold
incoming wave vector K        = 0.109545 1/bohr
incoming velocity K/m_e       = 1.095445 a.u.
common final velocity V       = 0.182574 a.u.
each final electron k         = 0.018257 1/bohr
final hole k_h                = 0.073030 1/bohr
each final electron energy    = 0.001667 hartree
final hole energy             = 0.006667 hartree
total final kinetic energy    = 0.010000 hartree
Random allowed events
number of allowed events      = 303492 of 400000
lowest incoming energy found  = 0.060150 hartree
Event above threshold
incoming energy E             = 0.080000 hartree
incoming wave vector          = 0.126491 1/bohr
relative energy W             = 0.016667 hartree
relative wave vector q        = 0.040825 1/bohr
electron k along the beam     = 0.021082 1/bohr
hole k along the beam         = 0.084327 1/bohr
each final electron energy    = 0.010556 hartree
final hole energy             = 0.008889 hartree
energy mismatch               = 2.4e-17 hartree
OK
```
